# Moving boundary between two spiral hillocks of different slope: verification in Python

```python
"""Boundary between two conical spiral hillocks.

Result under test: with slopes p1 > p2 and one common step speed v, the valley
on the line joining the two sources moves toward the weaker source at
    V = v (p1 - p2) / (p1 + p2).
Away from that line its normal speed is
    v (p1 - p2) / sqrt(p1^2 + p2^2 - 2 p1 p2 cos(theta)),
theta being the angle between the outward unit vectors from the two sources.
For unequal step speeds V = (R1 - R2)/(p1 + p2), R = slope * step speed.
Symbols: a step height, L source distance, w terrace width, R vertical rate.
Lengths are in nm and times in s. Source 1 is at x = 0, source 2 at x = L.
"""
from collections import deque
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

# Rough typical values for growth from a stirred solution
a, p1, p2, v, L = 0.5, 0.004, 0.0025, 5000.0, 2.0e5
beta, diffusivity, layer = 1.0e6, 1.0e9, 2.0e4  # nm/s, nm^2/s, nm

w1, w2 = a / p1, a / p2
R1, R2 = p1 * v, p2 * v
tau1, tau2 = a / R1, a / R2
V = v * (p1 - p2) / (p1 + p2)
t_meet = L / (2 * v)
t_overrun = p1 * L / (v * (p1 - p2))


def simulate_steps(period1, period2, speed1, speed2, end=120.0, dt=1e-3):
    """Emit steps from both sources; the leading opposite steps annihilate.

    Returns fitted boundary speed, overrun time of source 2 (or None),
    mean jump of the meeting point and mean time between meetings."""
    born1, born2 = deque(), deque()
    n1 = n2 = 0
    times, places = [], []
    overrun = None
    for k in range(int(end / dt) + 1):
        t = k * dt
        if t >= n1 * period1:
            born1.append(n1 * period1)
            n1 += 1
        if t >= n2 * period2:
            born2.append(n2 * period2)
            n2 += 1
        if not born1:
            continue
        front1 = speed1 * (t - born1[0])
        if born2:
            front2 = L - speed2 * (t - born2[0])
            if front1 >= front2:
                times.append(t)
                places.append(0.5 * (front1 + front2))
                born1.popleft()
                born2.popleft()
        elif front1 >= L:
            overrun = t
            break
    times, places = np.array(times), np.array(places)
    slope = np.polyfit(times - times.mean(), places, 1)[0]
    return slope, overrun, np.diff(places).mean(), np.diff(times).mean()


# Moving steps against the formulas for speed, overrun time and jumps
V_steps, overrun_steps, jump_steps, wait_steps = simulate_steps(tau1, tau2, v, v)
assert abs(V_steps / V - 1) < 1e-3
assert overrun_steps is not None
assert abs(overrun_steps - t_overrun) < 2 * tau2  # emission is discrete
jump, wait = (w2 - w1) / 2, (tau1 + tau2) / 2
assert abs(jump_steps / jump - 1) < 2e-3
assert abs(wait_steps / wait - 1) < 2e-3


def grow_surface(cells):
    """Upwind solution of dh/dt = |grad h| from a flat face, L = v = 1.

    Only small discs around the two sources are driven."""
    dx = 1.0 / cells
    dt = 0.5 * dx
    x = np.arange(-cells // 5, cells + cells // 5 + 1) * dx
    y = np.arange(-cells // 2, cells // 2 + 1) * dx
    X, Y = np.meshgrid(x, y, indexing="ij")
    r1, r2 = np.hypot(X, Y), np.hypot(X - 1, Y)
    disc1, disc2 = r1 < 0.05, r2 < 0.05
    h = np.zeros_like(X)
    middle = int(np.argmin(abs(y)))
    valley = []
    steps = int(round(1.6 / dt))
    for k in range(1, steps + 1):
        q = np.pad(h, 1, mode="edge")
        gx = np.maximum(np.maximum(q[2:, 1:-1], q[:-2, 1:-1]) - h, 0)
        gy = np.maximum(np.maximum(q[1:-1, 2:], q[1:-1, :-2]) - h, 0)
        h = h + dt / dx * np.sqrt(gx**2 + gy**2)
        t = k * dt
        h[disc1] = np.maximum(h[disc1], p1 * (t - r1[disc1]))
        h[disc2] = np.maximum(h[disc2], p2 * (t - r2[disc2]))
        if k in (steps // 2, steps):
            row = h[:, middle]
            inside = np.where((x > 0.1) & (x < 0.9))[0]
            i = inside[np.argmin(row[inside])]
            left = np.polyfit(x[[i - 10, i - 5]], row[[i - 10, i - 5]], 1)
            right = np.polyfit(x[[i + 5, i + 10]], row[[i + 5, i + 10]], 1)
            valley.append((t, (right[1] - left[1]) / (left[0] - right[0])))
    cone1, cone2 = p1 * (t - r1), p2 * (t - r2)
    strip = (X >= 0) & (X <= 1) & (abs(Y) <= 0.3)
    error = abs(h - np.maximum(cone1, cone2))[strip] / p1
    wrong = abs(h - np.minimum(cone1, cone2))[strip] / p1
    speed = (valley[1][1] - valley[0][1]) / (valley[1][0] - valley[0][0])
    return speed, error.max(), error.mean(), wrong.max()


# Growth equation against the rule "the higher cone wins" and the valley speed
_, _, mean_coarse, _ = grow_surface(100)
speed_pde, max_fine, mean_fine, wrong_fine = grow_surface(200)
assert max_fine < 0.03          # first-order scheme, cell size 0.005
assert mean_fine < 0.8 * mean_coarse
assert wrong_fine > 5 * max_fine
assert abs(speed_pde * v / V - 1) < 0.02


def height_difference(x, y, t):
    return p1 * (v * t - np.hypot(x, y)) - p2 * (v * t - np.hypot(x - L, y))


def boundary_x(y, t, low=0.0, high=L):
    return brentq(lambda x: height_difference(x, y, t), low, high, xtol=1e-7)


# Snapshot, and the normal speed away from the joining line
t_snap, y_off = 60.0, 5.0e4
x_snap = ((p1 - p2) * v * t_snap + p2 * L) / (p1 + p2)
assert abs(boundary_x(0.0, t_snap) - x_snap) < 1e-3
valley_height = p1 * (v * t_snap - x_snap)


def normal_speed_numeric(y, t):
    x_t = (boundary_x(y, t + 0.01) - boundary_x(y, t - 0.01)) / 0.02
    x_y = (boundary_x(y + 20, t) - boundary_x(y - 20, t)) / 40
    return x_t / np.sqrt(1 + x_y**2)


def normal_speed_formula(y, t):
    x = boundary_x(y, t)
    e1 = np.array([x, y]) / np.hypot(x, y)
    e2 = np.array([x - L, y]) / np.hypot(x - L, y)
    cosine = float(e1 @ e2)
    length = np.sqrt(p1**2 + p2**2 - 2 * p1 * p2 * cosine)
    return v * (p1 - p2) / length, np.degrees(np.arccos(cosine)), x


for y_test in (1.0e4, 3.0e4, y_off):
    formula = normal_speed_formula(y_test, t_snap)[0]
    assert abs(normal_speed_numeric(y_test, t_snap) / formula - 1) < 1e-5
    assert formula > V
V_off, theta_off, x_off = normal_speed_formula(y_off, t_snap)

# Beyond the overrun source the edge between the step trains runs at v
far_a = boundary_x(0.0, 150.0, L, 10 * L)
far_b = boundary_x(0.0, 151.0, L, 10 * L)
V_far = far_b - far_a
assert abs(V_far / v - 1) < 1e-6


# Solute depletion: diffusion through a layer balances incorporation
def depleted_speed(slope, thickness):
    return v / (1 + beta * slope * thickness / diffusivity)


def depleted_speed_numeric(slope, thickness, n=50):
    dz = thickness / n
    matrix, source = np.zeros((n + 1, n + 1)), np.zeros(n + 1)
    matrix[0, 0] = -1 - slope * beta * dz / diffusivity
    matrix[0, 1] = 1
    for i in range(1, n):
        matrix[i, i - 1:i + 2] = 1, -2, 1
    matrix[n, n], source[n] = 1, v / beta
    return beta * np.linalg.solve(matrix, source)[0]


for slope in (p1, p2):
    ratio = depleted_speed_numeric(slope, layer) / depleted_speed(slope, layer)
    assert abs(ratio - 1) < 1e-8
v1d, v2d = depleted_speed(p1, layer), depleted_speed(p2, layer)
V_depleted = (p1 * v1d - p2 * v2d) / (p1 + p2)
V_sim = simulate_steps(a / (p1 * v1d), a / (p2 * v2d), v1d, v2d)[0]
assert abs(V_sim / V_depleted - 1) < 2e-3

# Supply limit: equal vertical rates, so the boundary stands still
equal_rate = R2
V_supply = simulate_steps(a / equal_rate, a / equal_rate,
                          equal_rate / p1, equal_rate / p2)[0]
assert abs(V_supply) < 1e-3 * v
thick = 1e4 * layer
rate1 = p1 * depleted_speed_numeric(p1, thick)
rate2 = p2 * depleted_speed_numeric(p2, thick)
assert abs(rate2 / rate1 - 1) < 2e-3

# Anisotropy: steps running toward source 1 slower or faster, rates fixed
V_aniso = {}
for factor in (0.5, 2.0):
    V_aniso[factor] = (R1 - R2) / (R1 / v + R2 / (factor * v))
    V_sim = simulate_steps(tau1, tau2, v, factor * v)[0]
    assert abs(V_sim / V_aniso[factor] - 1) < 2e-3

# Central curvature of the Archimedean spiral r = k * angle
angle, k = sp.symbols("angle k", positive=True)
sx, sy = k * angle * sp.cos(angle), k * angle * sp.sin(angle)
dx1, dy1 = sp.diff(sx, angle), sp.diff(sy, angle)
dx2, dy2 = sp.diff(sx, angle, 2), sp.diff(sy, angle, 2)
curvature = (dx1 * dy2 - dy1 * dx2) / (dx1**2 + dy1**2) ** sp.Rational(3, 2)
assert sp.simplify(curvature.subs(angle, 0) - 2 / k) == 0
r_c = w2 / (4 * np.pi)  # k = 2 r_c and arm spacing 2 pi k


# Curvature slows a loop of radius r to v (1 - r_c / r)
def travel_time(r):
    # logarithmic variable keeps the integrand smooth over the wide range
    return quad(lambda s: np.exp(s) / (v * (1 - r_c * np.exp(-s))),
                np.log(2 * r_c), np.log(r), epsabs=1e-11, epsrel=1e-12,
                limit=200)[0]


def curved_boundary(t):
    return brentq(lambda x: R1 * (t - travel_time(x))
                  - R2 * (t - travel_time(L - x)), 0.3 * L, 0.7 * L, xtol=1e-7)


t_mid = travel_time(L / 2)
V_curved = (curved_boundary(t_mid + 0.5) - curved_boundary(t_mid - 0.5))
shift_curved = -r_c / (L / 2)
assert abs(V_curved / V - 1 - shift_curved) < 2e-6

to_mm_day = constants.day * constants.nano / constants.milli
print(f"step height a = {a:.2f} nm")
print(f"slopes p1, p2 = {p1:.4f}, {p2:.4f} (dimensionless)")
print(f"step speed v = {v:.0f} nm/s")
print(f"source distance L = {L:.0f} nm")
print(f"terrace widths w1, w2 = {w1:.1f}, {w2:.1f} nm")
print(f"vertical rates R1, R2 = {R1:.2f}, {R2:.2f} nm/s")
print(f"R1, R2 converted = {R1*to_mm_day:.2f}, {R2*to_mm_day:.2f} mm/day")
print(f"emission periods = {tau1:.4f}, {tau2:.4f} s")
print(f"boundary speed V, formula = {V:.1f} nm/s")
print(f"V / v = {V/v:.4f} (dimensionless)")
print(f"boundary speed, step simulation = {V_steps:.1f} nm/s")
print(f"boundary speed, growth equation = {speed_pde*v:.1f} nm/s")
print(f"growth equation, largest height error / (p1 L) = {max_fine:.4f}")
print(f"same, if the lower cone is taken = {wrong_fine:.4f}")
print(f"mean error, coarse and fine grid = {mean_coarse:.5f}, {mean_fine:.5f}")
print(f"hillocks meet at t = {t_meet:.2f} s")
print(f"source 2 overrun, formula = {t_overrun:.2f} s")
print(f"source 2 overrun, step simulation = {overrun_steps:.2f} s")
print(f"jump of boundary per step pair = {jump:.2f} nm")
print(f"time between jumps = {wait:.4f} s")
print(f"snapshot time = {t_snap:.0f} s")
print(f"snapshot boundary position = {x_snap:.0f} nm")
print(f"snapshot valley height = {valley_height:.1f} nm")
print(f"snapshot apex heights = {R1*t_snap:.1f}, {R2*t_snap:.1f} nm")
print(f"off-line point x, y = {x_off:.0f}, {y_off:.0f} nm")
print(f"angle theta there = {theta_off:.1f} degrees")
print(f"normal speed there = {V_off:.1f} nm/s")
print(f"edge speed beyond overrun source = {V_far:.1f} nm/s")
print(f"kinetic coefficient beta = {beta:.1e} nm/s")
print(f"solute diffusivity D = {diffusivity:.1e} nm^2/s")
print(f"boundary layer thickness = {layer:.0f} nm")
print(f"depletion numbers beta p layer / D = "
      f"{beta*p1*layer/diffusivity:.3f}, {beta*p2*layer/diffusivity:.3f}")
print(f"depleted step speeds = {v1d:.1f}, {v2d:.1f} nm/s")
print(f"V with depletion = {V_depleted:.1f} nm/s")
print(f"change of V by depletion = {100*(V_depleted/V-1):.1f} %")
print(f"V at equal vertical rates, simulation = {abs(V_supply):.2f} nm/s")
for factor, value in V_aniso.items():
    print(f"V, opposing steps at {factor:.1f} v = {value:.1f} nm/s, "
          f"change {100*(value/V-1):.1f} %")
print(f"critical radius estimate r_c = {r_c:.1f} nm")
print(f"change of V by curvature at midpoint = {100*shift_curved:.4f} %")
print("no test failed")
```

Running it gives:

```
step height a = 0.50 nm
slopes p1, p2 = 0.0040, 0.0025 (dimensionless)
step speed v = 5000 nm/s
source distance L = 200000 nm
terrace widths w1, w2 = 125.0, 200.0 nm
vertical rates R1, R2 = 20.00, 12.50 nm/s
R1, R2 converted = 1.73, 1.08 mm/day
emission periods = 0.0250, 0.0400 s
boundary speed V, formula = 1153.8 nm/s
V / v = 0.2308 (dimensionless)
boundary speed, step simulation = 1153.8 nm/s
boundary speed, growth equation = 1153.8 nm/s
growth equation, largest height error / (p1 L) = 0.0039
same, if the lower cone is taken = 1.2250
mean error, coarse and fine grid = 0.00335, 0.00164
hillocks meet at t = 20.00 s
source 2 overrun, formula = 106.67 s
source 2 overrun, step simulation = 106.67 s
jump of boundary per step pair = 37.50 nm
time between jumps = 0.0325 s
snapshot time = 60 s
snapshot boundary position = 146154 nm
snapshot valley height = 615.4 nm
snapshot apex heights = 1200.0, 750.0 nm
off-line point x, y = 148980, 50000 nm
angle theta there = 117.0 degrees
normal speed there = 1339.8 nm/s
edge speed beyond overrun source = 5000.0 nm/s
kinetic coefficient beta = 1.0e+06 nm/s
solute diffusivity D = 1.0e+09 nm^2/s
boundary layer thickness = 20000 nm
depletion numbers beta p layer / D = 0.080, 0.050
depleted step speeds = 4629.6, 4761.9 nm/s
V with depletion = 1017.5 nm/s
change of V by depletion = -11.8 %
V at equal vertical rates, simulation = 0.00 nm/s
V, opposing steps at 0.5 v = 833.3 nm/s, change -27.8 %
V, opposing steps at 2.0 v = 1428.6 nm/s, change 23.8 %
critical radius estimate r_c = 15.9 nm
change of V by curvature at midpoint = -0.0159 %
no test failed
```
